\section*{Where Image Dispersion Vanishes for a Defect on a Triangular Superlattice}

\section*{The problem}

A point defect in a two-dimensional semiconductor is often modelled in a periodically repeated cell. The defect orbital then overlaps its images, and its level becomes a band. The parts below ask where in the Brillouin zone this artificial band returns to the on-site energy, and how well it does so.

The defects form a triangular superlattice with vectors $\mathbf a_1,\mathbf a_2$ of length $L$ at $60^\circ$ to each other. Reciprocal vectors obey $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, and $M=\mathbf b_1/2$. Each cell holds one nondegenerate orbital of energy $e_0$ that a $120^\circ$ rotation about its site maps to itself up to a phase factor. Until stated otherwise, orbitals are orthogonal and only the six nearest images couple, with equal real hopping $t$.

\section*{(a) The band}

\textbf{Question.} Find $E(\mathbf k)$, and evaluate it along the line $\mathbf k=xM$, $0\le x\le1$.

\textbf{Answer.} The Bloch state $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle$ has energy $e_0+t\sum e^{i\mathbf k\cdot\mathbf d}$, summed over the neighbours $\mathbf d=\pm\mathbf a_1,\pm\mathbf a_2,\pm(\mathbf a_1-\mathbf a_2)$. Opposite neighbours combine into cosines:
\begin{equation}
E=e_0+t\,g,\qquad g=2[\cos\mathbf k\cdot\mathbf a_1+\cos\mathbf k\cdot\mathbf a_2+\cos\mathbf k\cdot(\mathbf a_1-\mathbf a_2)].
\end{equation}
On the line, $\mathbf k\cdot\mathbf a_1=\pi x$ and $\mathbf k\cdot\mathbf a_2=0$. The third phase is therefore also $\pi x$, and
\begin{equation}
g(x)=2[1+2\cos\pi x].
\end{equation}
Thus $g=6$ at $\Gamma$ and $g=-2$ at $M$. For negative $t$ the level is lowered at $\Gamma$ and raised at $M$.

\section*{(b) The zero}

\textbf{Question.} Find every point on this line where the image shift $E-e_0$ vanishes. Is the band flat there?

\textbf{Answer.} For $t\ne0$ we need $1+2\cos\pi x=0$, or $\cos\pi x=-\tfrac12$. As $x$ runs from 0 to 1, $\pi x$ runs from 0 to $\pi$, where the cosine decreases monotonically. There is one solution, $\pi x=2\pi/3$:
\begin{equation}
x=\tfrac23,\qquad \mathbf k_*=\tfrac23M=\tfrac13\mathbf b_1 .
\end{equation}
The point lies two thirds of the way from $\Gamma$ to $M$.

The band is not flat there. Since $|\mathbf b_1|=4\pi/(\sqrt3L)$, the line has length $|M|=2\pi/(\sqrt3L)$, and the slope along it is
\begin{equation}
\frac{dE}{dk}=\frac{1}{|M|}\frac{dE}{dx}
=\frac{\sqrt3L}{2\pi}\left(-4\pi t\sin\frac{2\pi}{3}\right)=-3tL .
\end{equation}
What vanishes is the shift of the level, not its group velocity. Any $\mathbf k$-independent effect of the images, such as an electrostatic potential, is contained in $e_0$ and is untouched.

\section*{(c) The role of symmetry}

\textbf{Question.} Explain the zero by rotational symmetry. Does it survive nearest-neighbour overlap $s$, or a complex hopping? Compare it with the zero on the line from $\Gamma$ to $K=(\mathbf b_1-\mathbf b_2)/3$.

\textbf{Answer.} Take the three bonds $\mathbf a_1$, $\mathbf a_2-\mathbf a_1$, $-\mathbf a_2$, which are related by $120^\circ$ rotations. With $\omega=e^{2\pi i/3}$, their phase factors at $\mathbf k_*$ are $\omega,\omega^{-1},1$. These are the three cube roots of unity, so
\begin{equation}
F(\mathbf k_*)=\sum_{j=1}^3e^{i\mathbf k_*\cdot\mathbf d_j}=\omega+\omega^2+1=0 .
\end{equation}

A phase acquired by the orbital under rotation cancels between the two sides of the hopping matrix element. Threefold symmetry therefore makes the hoppings along these bonds equal even when they are complex, $te^{i\chi}$. The reversed bonds carry the conjugate, so
\begin{equation}
E-e_0=2t\,\mathrm{Re}\,[e^{i\chi}F(\mathbf k)],
\end{equation}
which vanishes at $\mathbf k_*$ for every $\chi$. With overlap, the Bloch state has norm $1+sg$ per cell (for real $s$), and
\begin{equation}
E=\frac{e_0+tg}{1+sg}.
\end{equation}
At $g=0$ this is again $e_0$.

On $\Gamma$--$K$ put $\mathbf k\cdot\mathbf a_1=\varphi$, $\mathbf k\cdot\mathbf a_2=-\varphi$. The three bonds have phases $\varphi,-2\varphi,\varphi$, hence
\begin{equation}
F=2\cos\varphi+\cos2\varphi+i(2\sin\varphi-\sin2\varphi).
\end{equation}
The real part vanishes when $2c^2+2c-1=0$ with $c=\cos\varphi$, that is at $c=(\sqrt3-1)/2$. The imaginary part, $2\sin\varphi(1-\cos\varphi)$, is not zero there. A hopping phase therefore moves this zero, whereas $\mathbf k_*$ stays put.

\section*{(d) More distant images}

\textbf{Question.} Now let farther images couple. Which of them still shift the level at $\mathbf k_*$, and what is the leading shift if the hopping falls rapidly with distance?

\textbf{Answer.} Rotation by $120^\circ$ takes $\mathbf a_1\to\mathbf a_2-\mathbf a_1$ and $\mathbf a_2\to-\mathbf a_1$. Starting from $\mathbf R=n\mathbf a_1+m\mathbf a_2$, the coefficients of $\mathbf a_1$ in the three rotated vectors are $n$, $-n-m$, $m$. Because $\mathbf k_*\cdot\mathbf a_2=0$, these coefficients alone set the phases:
\begin{align}
\omega^n+\omega^{-n-m}+\omega^m
&=\omega^n\,[1+\omega^{-2n-m}+\omega^{m-n}]\nonumber\\
&=\omega^n\,[1+\omega^{n-m}+\omega^{m-n}],
\end{align}
where $\omega^{-2n}=\omega^n$ was used. The bracket is 3 if $n-m$ is a multiple of 3 and zero otherwise.

The squared distance is $L^2(n^2+nm+m^2)=L^2[(n-m)^2+3nm]$. For a surviving image it is a multiple of $3L^2$, so the first surviving shell is at $\sqrt3L$. Its six members form two orbits, with $n\equiv1$ and $n\equiv-1$ modulo 3. For equal real hopping $t_2$ to all six,
\begin{equation}
E(\mathbf k_*)-e_0\simeq t_2(3\omega+3\omega^2)=-3t_2 .
\end{equation}
The shell at $2L$, with members such as $(2,0)$, cancels like the first.

\section*{(e) A microscopic host}

\textbf{Question.} Replace the assumed orbital by an attractive site potential $U<0$, repeated on a triangular host lattice with band $\varepsilon_{\mathbf q}$. Derive the equation for the defect level. Does the nearest-image cancellation hold beyond first order in the hopping?

\textbf{Answer.} Let $G_{\mathbf R}(E)$ be the average over the host zone of $e^{i\mathbf q\cdot\mathbf R}/(E-\varepsilon_{\mathbf q})$, with $E$ below the band. The Schr\"odinger equation reads $\psi=G\,V\psi$, where $V$ acts on the defect sites. On those sites $\psi_{\mathbf R}=ce^{i\mathbf k\cdot\mathbf R}$. Dividing by $c$ gives
\begin{equation}
1=U\sum_{\mathbf R}G_{\mathbf R}(E)e^{i\mathbf k\cdot\mathbf R}.
\label{level}
\end{equation}
An isolated defect keeps only $\mathbf R=0$, so its level $E_b$ obeys $1=UG_0(E_b)$. At $\mathbf k_*$ the nearest-image terms in \eqref{level} sum to zero at every $E$, because the host symmetry makes the six $G_{\mathbf R}$ equal. In this model the cancellation is thus not limited to first order.

For a small shift $\delta=E-E_b$, subtract the isolated condition and expand:
\begin{equation}
G_0'(E_b)\,\delta+\sum_{\mathbf R\ne0}G_{\mathbf R}(E_b)e^{i\mathbf k\cdot\mathbf R}=0 .
\end{equation}
Since $G_0'$ is minus the average of $(E-\varepsilon_{\mathbf q})^{-2}$, it is negative, and
\begin{equation}
\delta=\sum_{\mathbf R\ne0}t_{\mathbf R}e^{i\mathbf k\cdot\mathbf R},\qquad
t_{\mathbf R}=\frac{G_{\mathbf R}(E_b)}{|G_0'(E_b)|}.
\end{equation}
This identifies the image hoppings without fitting a band.

\section*{(f) Numbers for a channel material}

\textbf{Question.} Use rough values in the regime of monolayer WSe$_2$: host lattice constant $a=0.33$ nm, effective mass $m^*=0.40\,m_e$, and an isolated level 0.50 eV below the band edge. The host has nearest-neighbour hopping $-h$ and its minimum at $\Gamma$. For a $5\times5$ cell, evaluating $G_{\mathbf R}$ gives $t=-12.42$ meV and $t_2=-0.628$ meV. Diagonalizing the complete host cell gives these shifts from the isolated level, in meV:
\begin{center}
\begin{tabular}{lccc}
Cell & $\Gamma$ & $\mathbf k_*$ & $M$\\
$5\times5$ & $-64.49$ & $1.879$ & $27.16$\\
$6\times6$ & $-29.92$ & $0.475$ & $11.39$\\
$7\times7$ & $-13.74$ & $0.122$ & $4.92$
\end{tabular}
\end{center}
The average over a $6\times6$ mesh of $\mathbf k$ points for the $5\times5$ cell is $2.71$ meV. Interpret these results.

\textbf{Answer.} The host band is $h(6-g)$, where $g$ is the neighbour sum of part (a) taken for lattice constant $a$. At small $q$ it becomes $\tfrac32ha^2q^2$. Equating this to $\hbar^2q^2/2m^*$ gives $h=\hbar^2/(3m^*a^2)=0.583$ eV.

The superlattice constant is $L=5\times0.33=1.65$ nm. The nearest-image model predicts $6t=-74.5$ meV at $\Gamma$, $-2t=24.8$ meV at $M$, and zero at $\mathbf k_*$. The second shell leaves $-3t_2=1.88$ meV at $\mathbf k_*$, in agreement with the diagonalization. For the larger cells the same first-order formula gives 0.476 and 0.122 meV, again in agreement. At fixed $5\times5$ cell size, moving from $\Gamma$ to $\mathbf k_*$ reduces the magnitude of the error relative to the isolated level by a factor $64.49/1.879\simeq34$.

The first-order estimate is poorer at $\Gamma$, and the zone average is not zero. Both come mainly from the next order of \eqref{level}. Write $s(\mathbf k,E)$ for the image sum divided by $|G_0'(E_b)|$. Keeping the energy dependence of $s$ and the curvature of $G_0$,
\begin{equation}
\delta\simeq s+s\frac{\partial s}{\partial E}+\frac{G_0''}{2|G_0'|}s^2 .
\end{equation}
For a two-dimensional parabolic band much wider than $|E_b|$, the density of states is constant and $G_0''/|G_0'|\simeq-1/|E_b|$. The hopping decays roughly as $e^{-\kappa L}$ with $\kappa=\sqrt{2m^*|E_b|}/\hbar$ and $1/\kappa=0.436$ nm. A shallower level spreads farther, so $\partial s/\partial E\simeq s\kappa L/(2|E_b|)$. Together,
\begin{equation}
\delta\simeq s+\frac{\kappa L-1}{2|E_b|}s^2 .
\end{equation}
Here $\kappa L=1.65/0.436=3.78$, and the coefficient is $2.78\ \mathrm{eV}^{-1}$. The zone average of $s$ is zero, and that of $(tg)^2$ is $6t^2$, one term for each neighbour. The average shift is then $2.78\times6\times(0.01242)^2$ eV $\simeq2.6$ meV, close to the computed 2.71 meV. At $\Gamma$, the first two shells give $s\simeq6t+6t_2=-78.3$ meV, and the quadratic term adds about $+17$ meV. The result, $-61$ meV, is much closer to the computed $-64.49$ meV than the first-order value is, but it overcorrects by about 3 meV. These continuum estimates are rough. With the derivatives evaluated on the host lattice, second order gives 3.0 meV for the average and $-57.9$ meV at $\Gamma$, so higher orders also contribute and part of the close agreement is accidental. In this example the single point $\mathbf k_*$ lies closer to the isolated level than the zone average does. This order is not general. The error at $\mathbf k_*$ falls roughly as $e^{-\sqrt3\kappa L}$ and that of the average as $e^{-2\kappa L}$, so the average wins in larger cells: at $10\times10$ it is 0.0019 meV, against 0.0022 meV at $\mathbf k_*$.

For a thermally activated process whose prefactor and reference energy are held fixed, an energy error enters through a Boltzmann factor. With $k_BT=25.85$ meV at 300 K, the error at $\Gamma$ changes that factor by $e^{64.49/25.85}\simeq12$, while the error at $\mathbf k_*$ changes it by about 8\%. The band edge used as reference must be calculated separately: the host minimum lies at $\Gamma$ and is not sampled at $\mathbf k_*$.

\section*{(g) When the cancellation fails}

\textbf{Question.} For the $5\times5$ cell, find the effect at $\mathbf k_*$ of (i) lengthening the bonds along $\mathbf a_2$ by 1\% with the others fixed, and (ii) replacing the single orbital by a $p_x,p_y$ pair with bond hoppings $t_\sigma,t_\pi$ and spin-orbit splitting $\lambda$. Then judge the model against a real selenium vacancy.

\textbf{Answer.} (i) Let the hoppings along $\mathbf a_1$, $\mathbf a_2-\mathbf a_1$ and $\mathbf a_2$ be $t_a,t_b,t_c$. Their cosines at $\mathbf k_*$ are $-\tfrac12,-\tfrac12,1$, so
\begin{equation}
E-e_0=2t_c-t_a-t_b .
\end{equation}
With $t_a=t_b=t$ and $t_c=te^{-0.01\kappa L}$, the shift is $2t(e^{-0.0378}-1)=0.92$ meV. This is half the second-shell error. It estimates the broken symmetry through the exponential alone; the distance dependence of the prefactor raises the shift to about 1.0 meV if the host mass stays isotropic. The response of the host matters too: if only its hopping along the stretched bonds changes, falling as the inverse second or fifth power of bond length, the shift is about 0.5 or 1.2 meV when the isolated level is kept 0.50 eV below the band edge. If the site potential and host on-site energy are held fixed instead, the net change at $\mathbf k_*$ is about 0.4 or 1.0 meV.

(ii) A bond at angle $\alpha_j$ has the hopping matrix
\begin{equation}
T_j=\frac{t_\sigma+t_\pi}{2}I+\frac{t_\sigma-t_\pi}{2}\,\mathbf u_j\cdot(\sigma_z,\sigma_x),\quad
\mathbf u_j=(\cos2\alpha_j,\sin2\alpha_j).
\end{equation}
The Bloch matrix is $\sum_j2\cos(\mathbf k_*\cdot\mathbf d_j)T_j$. Its identity part vanishes because the cosines sum to zero. The three $\mathbf u_j$ also sum to zero, so
\begin{equation}
\mathbf u_3-\tfrac12(\mathbf u_1+\mathbf u_2)=\tfrac32\mathbf u_3 .
\end{equation}
This leaves $\tfrac32(t_\sigma-t_\pi)\,\mathbf u_3\cdot(\sigma_z,\sigma_x)$, with eigenvalues $\pm\tfrac32|t_\sigma-t_\pi|$. The mean level is restored, but the separate levels are not. For one spin direction, spin-orbit coupling adds $(\lambda/2)\sigma_y$, which anticommutes with the other two matrices. Squaring the Hamiltonian gives the full splitting
\begin{equation}
\Delta=\sqrt{\lambda^2+9(t_\sigma-t_\pi)^2}.
\end{equation}
Taking $t_\sigma=t$, $t_\pi=0$ for scale, $\Delta=37.3$ meV at $\lambda=0$. With a rough $\lambda=200$ meV, $\Delta=203.4$ meV. The nearest images then displace each level by $(203.4-200)/2=1.7$ meV from its isolated position, in opposite directions, instead of by 18.6 meV. A second shell with $\sigma$ hopping $t_2$ and no $\pi$ hopping would raise both levels by a further $-\tfrac32t_2=0.9$ meV. A large spin-orbit splitting thus makes each level behave nearly as a single orbital in this model.

The selenium vacancy in WSe$_2$ has a doublet in the gap, so case (ii) describes it better than the single orbital does. The conduction and valence edges also involve the $K$ valleys, which the one-band host omits; the values of $t$ and $t_2$, and the error reduction by a factor of 34, are therefore model values, not predictions for that vacancy. Hopping through $K$ valleys oscillates with distance. In a one-band host with its minima at $K$ and the same mass and level depth, the $5\times5$ shifts are about $-9$ meV at $\Gamma$ and 3 meV at $\mathbf k_*$, a reduction by a factor of only 3. That small factor comes from a near-node of the oscillating nearest-image hopping at this cell size ($t\simeq-0.7$ meV, smaller in magnitude than $t_2\simeq-1.0$ meV), which makes the shift at $\Gamma$ small. For $4\times4$, $6\times6$ and $7\times7$ cells of the same host the factor is about 15, 33 and 71, so the gain depends strongly on cell size. In this host at $5\times5$ the zone average, below 0.01 meV, is closer to the isolated level than $\mathbf k_*$ is. One defect per $\sqrt3L^2/2=2.36$ nm$^2$ corresponds to $4.2\times10^{13}$ cm$^{-2}$, a density set by the computational cell. Defects in a device are not arranged periodically, and the choice of $\mathbf k_*$ serves to estimate an isolated level, not to describe a disordered channel.

For charged defects a larger issue remains. Two unit charges at distance $L$ in a free-standing monolayer with a rough screening length of 4.5 nm interact with an energy of about 0.45 eV. This is a pair energy, not the complete periodic correction, but it shows the scale of an effect that choosing $\mathbf k_*$ does not remove. The remaining values are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
Host lattice constant (rough input): 0.33 nm
Effective mass ratio (rough input): 0.40
Isolated level below band edge (rough input): 0.50 eV
Host hopping magnitude: 0.5831 eV
Defect site potential: -3.0280 eV
Continuum amplitude decay length: 0.436 nm
5x5 superlattice constant L: 1.65 nm
Zero on Gamma-M, fraction of the way: 0.66666667
Distance Gamma to M for 5x5: 2.1985 1/nm
Distance Gamma to zero for 5x5: 1.4657 1/nm
Nearest-image hopping t, 5x5: -12.423 meV
Second-shell hopping t2, 5x5: -0.6275 meV
Nearest-image model shift at Gamma: -74.54 meV
Nearest-image model shift at M: 24.85 meV
Nearest-image model slope at 2/3 M: 61.49 meV nm
Full host supercell, shifts from the isolated level:
  5x5 at Gamma: -64.489 meV
  5x5 at 2/3 M: 1.879 meV
  5x5 at M: 27.164 meV
  5x5 predicted -3 t2 at 2/3 M: 1.882 meV
  6x6 at Gamma: -29.923 meV
  6x6 at 2/3 M: 0.475 meV
  6x6 at M: 11.394 meV
  6x6 predicted -3 t2 at 2/3 M: 0.476 meV
  7x7 at Gamma: -13.737 meV
  7x7 at 2/3 M: 0.122 meV
  7x7 at M: 4.924 meV
  7x7 predicted -3 t2 at 2/3 M: 0.122 meV
5x5 zone-averaged shift, 6x6 k mesh: 2.706 meV
Neglected effects, 5x5:
  Bond-family length change (input): 1.0 %
  Resulting shift at 2/3 M: 0.922 meV
  Doublet splitting, no spin-orbit: 37.27 meV
  Spin-orbit splitting (rough input): 200 meV
  Doublet splitting with spin-orbit: 203.44 meV
  Screening length (rough input): 4.5 nm
  Charged-image pair energy: 451 meV
  Temperature (input): 300 K
  Thermal energy: 25.85 meV
\end{verbatim}
